# Stable phases of a spin-torque oscillator driven near twice its frequency

**Question**

I am working on a spin-torque oscillator pumped near twice its own frequency. My notes reduce the problem to

$$\theta'=\delta-K\sin 2\theta ,$$

and the exercise sets $\delta=K/2$. I am asked to solve it and show that the stable phases are 15 and 195 degrees. Setting $\theta'=0$ gives me four angles, and I don't see what removes two of them. I also don't understand where the $2\theta$ comes from, what $\theta$ is measured from, or whether the result survives in a device whose frequency depends on its amplitude and which sits at room temperature.

**Answer**

The missing ingredient is the sign of the response to a small displacement. I'll start with the origin of the equation, because that also fixes the meaning of $\theta$.

**Where $2\theta$ comes from**

Describe the oscillation by a complex amplitude $z=\sqrt p\,e^{i\varphi}$, with power $p$ scaled so that $p=1$ without drive. A simple model with a parametric drive of angular frequency $\Omega$ is

$$z'=[i\omega(p)+G(p)]z+2F\cos(\Omega t+\psi)\,z^* .$$

I take $F>0$ and the linear laws $G=-\Gamma(p-1)$ and $\omega=\omega_0+\nu\Gamma(p-1)$. Here $\Gamma>0$ restores the power and $\nu$ measures how strongly power changes the frequency.

Divide by $z$. The left side becomes $p'/(2p)+i\varphi'$, and $z^*/z=e^{-2i\varphi}$. With $\chi=\varphi-(\Omega t+\psi)/2$, the drive term is

$$2F\cos(\Omega t+\psi)\,e^{-2i\varphi}=F e^{-2i\chi}+F e^{-2i\chi-2i(\Omega t+\psi)} .$$

When $\Omega\approx2\omega_0$, $\chi$ varies slowly. The second term oscillates at about $2\Omega$ and averages out to leading order in $F/\Omega$. The real and imaginary parts of what remains are

$$p'=2p\,[-\Gamma(p-1)+F\cos2\chi],$$
$$\chi'=\delta+\nu\Gamma(p-1)-F\sin2\chi,\qquad \delta=\omega_0-\Omega/2 .$$

If the power relaxes much faster than the phase, set $p'=0$, which gives $\Gamma(p-1)=F\cos2\chi$. Then

$$\chi'=\delta-F(\sin2\chi-\nu\cos2\chi).$$

Define $\beta$ by $\cos\beta=1/\sqrt{1+\nu^2}$ and $\sin\beta=\nu/\sqrt{1+\nu^2}$. The bracket equals $\sqrt{1+\nu^2}\,\sin(2\chi-\beta)$, so

$$\theta=\chi-\beta/2,\qquad K=F\sqrt{1+\nu^2}>0$$

gives your equation. The angle $\theta$ is therefore the oscillator phase minus half the drive phase, minus a fixed offset $\beta/2$ caused by the nonlinear frequency shift.

**Which of the four angles are stable**

At $\delta=K/2$ a stationary phase needs $\sin2\theta=1/2$. Hence $2\theta=30^\circ$ or $150^\circ$, plus whole turns. Since $2\theta$ covers two turns while $\theta$ covers one, the angles are

$$\theta=15^\circ,\ 75^\circ,\ 195^\circ,\ 255^\circ .$$

Put $\theta=\theta_s+\varepsilon$ with small $\varepsilon$ in radians. The constant part cancels, and the first-order part is

$$\varepsilon'=-2K\cos(2\theta_s)\,\varepsilon .$$

At $15^\circ$ and $195^\circ$, $\cos2\theta_s=+\sqrt3/2$, so $\varepsilon'=-\sqrt3K\varepsilon$ and the displacement dies out. At $75^\circ$ and $255^\circ$ the cosine is $-\sqrt3/2$, so the displacement grows at the rate $\sqrt3K$. This proves that the stable phases are **15° and 195°**.

The sign of $K$ matters. If your convention has $K<0$ but still $\delta=K/2$, the four angles are unchanged and the stable pair becomes $75^\circ$ and $255^\circ$.

**The complete time solution**

The product formula for sines gives

$$\sin(\theta-15^\circ)\sin(\theta-75^\circ)=\tfrac12[\cos60^\circ-\cos(2\theta-90^\circ)]=\tfrac12\left[\tfrac12-\sin2\theta\right],$$

so the equation factorizes:

$$\theta'=2K\sin(\theta-15^\circ)\sin(\theta-75^\circ).$$

Let $R=\sin(\theta-15^\circ)/\sin(\theta-75^\circ)$. Its logarithmic derivative is

$$\frac{R'}R=\theta'\,[\cot(\theta-15^\circ)-\cot(\theta-75^\circ)] .$$

Use $\cot A-\cot B=\sin(B-A)/(\sin A\sin B)$ with $B-A=-60^\circ$. The sine product cancels against $\theta'$:

$$\frac{R'}R=2K\sin(-60^\circ)=-\sqrt3K,\qquad R(t)=R(0)\,E,\quad E=e^{-\sqrt3Kt}.$$

To recover $\theta$ without a branch ambiguity, clear the denominators, with $\theta_0$ the starting phase:

$$\sin(75^\circ-\theta_0)\sin(\theta-15^\circ)+E\sin(\theta_0-15^\circ)\sin(\theta-75^\circ)=0 .$$

Let $\mathbf e(a)$ be the plane unit vector at angle $a$. The cross product of $\mathbf e(a)$ with $\mathbf e(\theta)$ is $\sin(\theta-a)$, so the last line says that $\mathbf e(\theta)$ is parallel or antiparallel to

$$\mathbf V(t)=\sin(75^\circ-\theta_0)\,\mathbf e(15^\circ)+E\sin(\theta_0-15^\circ)\,\mathbf e(75^\circ).$$

At $t=0$ the cross product of $\mathbf V$ with $\mathbf e(\theta_0)$ vanishes, and their dot product is

$$\sin(75^\circ-\theta_0)\cos(\theta_0-15^\circ)+\sin(\theta_0-15^\circ)\cos(75^\circ-\theta_0)=\sin60^\circ>0 .$$

So $\mathbf V$ starts parallel to $\mathbf e(\theta_0)$. It cannot pass through zero, because its two basis directions are independent and its two coefficients never vanish together. Thus $\theta(t)$ is the direction of $\mathbf V(t)$ at all later times.

As $E\to0$, the first term decides the outcome. It points to $15^\circ$ if $\sin(75^\circ-\theta_0)>0$, that is for $-105^\circ<\theta_0<75^\circ$. It points to $195^\circ$ for $75^\circ<\theta_0<255^\circ$. The unstable phases are the borders between these basins.

**Why the states are half a turn apart**

Moving time forward by one drive period, $2\pi/\Omega$, leaves the drive unchanged but raises half the drive phase by $180^\circ$. If $\varphi(t)$ is a solution, so is $\varphi(t+2\pi/\Omega)$, and for a locked oscillation its $\theta$ is larger by $180^\circ$. The two states are the same waveform displaced by one drive period. Adding $360^\circ$ to $\psi$ exchanges their labels, so which one represents a binary zero is a convention.

**Other detunings**

For $|\delta|<K$ the stable phases are $\theta=\tfrac12\arcsin(\delta/K)$ and that value plus $180^\circ$. Their relaxation rate is $2K\cos2\theta=2\sqrt{K^2-\delta^2}$. At $\delta=0$ they lie at $0^\circ$ and $180^\circ$. At $|\delta|=K$ the rate vanishes and each stable phase merges with an unstable one. Beyond that, $\theta'$ has no zero and the phase slips continually. Because $\Omega=2\omega_0-2\delta$, the full locking range of the drive is $4K$ in angular frequency.

**A worked case**

Take rough values for a magnetic tunnel junction with a vortex free layer: free frequency 300 MHz, $K/2\pi=0.5$ MHz, $\Gamma/2\pi=5$ MHz and $\nu=2$. Then $\delta/2\pi=0.25$ MHz, and the drive must be at $2(300-0.25)=599.5$ MHz. The oscillator locks at 299.75 MHz. The locking range is $4\times0.5=2$ MHz, and $F/2\pi=0.5/\sqrt5=0.224$ MHz.

The offset is $\beta/2=31.7^\circ$. Measured directly from half the drive phase, your $15^\circ$ state therefore sits at $\chi=46.7^\circ$. This matters if you compare with a phase measurement.

The approach rate is $\sqrt3K=5.44$ per µs, or a time constant of 184 ns. Two starts on opposite sides of the $75^\circ$ border evolve as follows:

| Time (ns) | From 60° | From 90° |
|---:|---:|---:|
| 100 | 52.4° | 102.5° |
| 400 | 28.1° | 170.1° |
| 1600 | 15.0° | 195.0° |

For the first start, the time to come within $1^\circ$ of the final phase follows from $R$:

$$t=\frac1{\sqrt3K}\ln\left[\frac{\sin45^\circ/\sin(-15^\circ)}{\sin1^\circ/\sin(-59^\circ)}\right]=\frac{4.90}{5.44\ \mu\mathrm s^{-1}}=0.90\ \mu\mathrm s .$$

I also integrated the original equation for $z$, without averaging or eliminating the power. Starts at $\theta=40^\circ$ and $150^\circ$ ended at mean phases of $14.997^\circ$ and $194.997^\circ$, with a fast ripple of about $0.01^\circ$. Averaging is thus harmless for these parameters.

**Does the result need fast power relaxation?**

The stationary phases do not: setting both slow derivatives to zero gives the same algebra as before. For stability, linearize the $(p,\chi)$ equations at a stationary point. Because the bracket in $p'$ vanishes there, the matrix is

$$J=\begin{pmatrix}-2\Gamma p&-4pF\sin2\chi\\ \nu\Gamma&-2F\cos2\chi\end{pmatrix}.$$

Its determinant is

$$4\Gamma pF(\cos2\chi+\nu\sin2\chi)=4\Gamma pK\cos2\theta .$$

Using $\Gamma p=\Gamma+F\cos2\chi$, its trace is $-2\Gamma-4F\cos2\chi$, which is negative whenever $F<\Gamma/2$. A two-by-two real system is stable when its trace is negative and its determinant positive, so under this condition the same pair is selected. Here $F/\Gamma=0.045$.

The approach rate does change. The decay rates $r$ solve $r^2+(\operatorname{tr}J)r+\det J=0$. With $q=\det J/|\operatorname{tr}J|$, the slower one is $r\approx q+q^2/|\operatorname{tr}J|$ when $K\ll\Gamma$. Inserting the determinant and trace at $\theta=15^\circ$ gives, to first order in $1/\Gamma$, $r\approx\sqrt3K[1+\sqrt3K/(2\Gamma)-F\cos2\chi/\Gamma]$. Here $\cos2\chi=-0.06$, so the two corrections are 8.7% and 0.3%. The full quadratic gives 6.04 per µs, which is 11% above the phase-only rate. The times in the table change by less than 10% if the power starts at the value set by the phase, $p=1+F\cos2\chi/\Gamma$. A start at $p=1$ adds a brief initial phase shift of up to a few degrees: the first start then needs about 140 ns, not 100 ns, to reach $52.4^\circ$, and the border at $75^\circ$ moves to about $73^\circ$. The final angles in the table are unaffected.

**Thermal noise**

Add white noise $\xi$ with $\langle\xi(t)\xi(t')\rangle=2D\,\delta_{\mathrm D}(t-t')$, where $\delta_{\mathrm D}$ is the Dirac function. In the free oscillator, phase memory decays as $e^{-Dt}$. The spectral line then has full width $D/\pi$ in ordinary frequency. A rough room-temperature linewidth of 50 kHz gives $D=0.157$ rad²/µs.

Near a stable phase, $\varepsilon'=-\sqrt3K\varepsilon+\xi$. The variance obeys $\langle\varepsilon^2\rangle'=-2\sqrt3K\langle\varepsilon^2\rangle+2D$, so its stationary value is

$$\langle\varepsilon^2\rangle=\frac{D}{\sqrt3K}=\frac{0.157}{5.44}=0.0289\ \mathrm{rad}^2 .$$

The rms spread is $9.7^\circ$ in this linear estimate; the full shape of the phase-only potential well raises it to roughly $10.5^\circ$ and skews the distribution, so that its mean lies near $16^\circ$. "15 degrees" is therefore the peak of a fairly broad distribution.

Noise can also carry the phase over the border. Write $\theta'=-U'(\theta)+\xi$ with $U=-\delta\theta-(K/2)\cos2\theta$. The barrier from $15^\circ$ to $75^\circ$ is

$$\Delta U=-\frac K2\frac\pi3+\frac K2\left(\frac{\sqrt3}2+\frac{\sqrt3}2\right)=K\left(\frac{\sqrt3}2-\frac\pi6\right),$$

which is $6.85D$ here. The reverse barrier is higher by $\pi\delta=31.4D$, so backward slips are negligible.

For the forward rate, let $P$ be the phase probability density. The steady probability flux is $J_P=-U'P-DP'=-De^{-U/D}(Pe^{U/D})'$. Divide by $e^{-U/D}$ and integrate from the well at $15^\circ$ to a point well beyond the barrier, where $Pe^{U/D}$ is negligible:

$$J_P\int e^{U/D}d\theta=D\,P(15^\circ)\,e^{U(15^\circ)/D}.$$

For a high barrier, both extrema may be treated as parabolas with curvature of size $\sqrt3K$. The well density is then $P(15^\circ)=\sqrt{\sqrt3K/(2\pi D)}$, and the integral is $e^{U(75^\circ)/D}\sqrt{2\pi D/(\sqrt3K)}$. Hence

$$J_P\approx\frac{\sqrt3K}{2\pi}e^{-\Delta U/D}\approx 920\ \mathrm s^{-1}.$$

A numerical solution for the stationary flux of the phase-only equation gives 870 per second, so the parabolic estimate is about 6% high. In this phase-only model the mean time between slips is therefore about 1 ms. With the power left free, and equal independent white noise on the phase and on the logarithm of the amplitude, scaled to the same free linewidth, the stationary flux rises by about 23% to about 1070 per second, so the estimate of about 1 ms stands. Stability in your exercise is stability against small displacements; with noise, the stored phase has a finite lifetime.

That lifetime is exponential in $1/D$, so the rough linewidth matters a great deal: in the phase-only model 40 kHz gives about 6 ms and 100 kHz about 40 µs. The noise was also taken as white, so slow frequency fluctuations, which real junctions show on these time scales, are not included. The lifetime also depends strongly on detuning. At $\delta=0$, with $K$ and $D$ held fixed, the barrier is $U(90^\circ)-U(0)=K=20D$ instead of $6.85D$. If long phase storage is the aim, this model favours tuning the drive to exactly twice the free frequency.

**How far to trust this for a device**

The parameters above are rough values for vortex junctions, not a fit to one sample. Real devices break the assumption of a constant free frequency, since it shifts with bias and temperature. An upward drift of 0.1 MHz makes $\sin2\theta=0.35/0.5=0.7$ and moves the stable phase from $15^\circ$ to $22.2^\circ$. Without noise, an upward drift of 0.25 MHz ends the locking. With the thermal noise assumed above, phase storage suffers much earlier: in the phase-only model, a drift of 0.1 MHz already shortens the mean time between slips from about 1 ms to about 40 µs.

The frequency law may also be curved. An extra term $\nu\Gamma(p-1)^2$ is at most about $\nu F^2/\Gamma$, or 0.02 MHz, across the locking range. At $\delta=K/2$, a frequency shift of that size would move the phase by about $1.3^\circ$ in linear response. The power there changes by only $-0.27\%$, so the actual shift is far smaller. Near the edges of the locking range the restoring rate vanishes and the phase is much more sensitive.

Finally, $K$ was an input. The $z^*$ term needs broken rotational symmetry: if both the dot and the drive are rotationally symmetric, the equation is unchanged by $z\to ze^{i\alpha}$ and $F$ vanishes. Relating it to a radio-frequency current or voltage, and checking that the junction tolerates that voltage, needs a device model that this equation does not contain. The remaining computed values are in the numerical output below.

## Computed values

```
INPUTS (rough vortex-junction values)
free frequency = 300.0 MHz
K/(2 pi) = 0.500 MHz
delta/(2 pi) = 0.250 MHz
drive frequency = 599.500 MHz
locked oscillator frequency = 299.750 MHz
Gamma/(2 pi) = 5.00 MHz
nonlinear shift nu = 2.00 (dimensionless)
F/(2 pi) = 0.2236 MHz
F/Gamma = 0.0447 (dimensionless)
phase-origin shift beta/2 = 31.72 deg
free linewidth (full width) = 50.0 kHz
PHASES AND MOTION
phase 15.000 deg: slope/K = -1.7321, stable
phase 75.000 deg: slope/K = +1.7321, unstable
phase 195.000 deg: slope/K = -1.7321, stable
phase 255.000 deg: slope/K = +1.7321, unstable
approach rate sqrt(3) K = 5.4414 per us
approach time 1/(sqrt(3) K) = 183.8 ns
full drive locking range = 2.000 MHz
t = 0 ns: from 60 deg 60.000; from 90 deg 90.000 deg
t = 100 ns: from 60 deg 52.449; from 90 deg 102.468 deg
t = 200 ns: from 60 deg 43.624; from 90 deg 123.845 deg
t = 400 ns: from 60 deg 28.082; from 90 deg 170.059 deg
t = 800 ns: from 60 deg 16.714; from 90 deg 192.560 deg
t = 1600 ns: from 60 deg 15.022; from 90 deg 194.969 deg
time from 60 to 16 deg = 900.4 ns
UNAVERAGED EQUATION
final mean phase, start 40 deg = 14.9973 deg
final mean phase, start 150 deg = 194.9973 deg
largest fast phase ripple = 0.0105 deg
NEGLECTED EFFECTS
slow rate with free power = 6.0398 per us
change of approach rate = 11.00 percent
power change at stable phase = -0.268 percent
frequency-curvature bound = 0.0200 MHz
linear phase shift for that bound = 1.32 deg
assumed free-frequency drift = 0.10 MHz
stable phase after drift = 22.21 deg
upward drift that ends locking = 0.250 MHz
phase diffusion D = 0.15708 rad^2/us
thermal rms phase, phase-only = 9.73 deg
thermal rms phase, free power = 9.83 deg
slip barrier/D = 6.849 (dimensionless)
slip rate, stationary flux = 870.3 per s
slip rate, barrier estimate = 918.9 per s
mean time between slips = 1.149 ms
```
